# Kink-limited threading velocity: from length-proportional to length-independent glide: a program that tests the result

```python
"""
Result under test: a dislocation segment of length L moves by kink pairs.
Pairs nucleate at rate J per length and time, kinks run at speed w, opposite
kinks annihilate, ends absorb kinks and emit none. The mean velocity is
    v = a sqrt(2 J w) I2(y)/I1(y),  y = 4 rho L,  rho = sqrt(J/(2 w)),
a = advance per kink passage, I_n = modified Bessel functions.
Short segments: v = a J L. Long segments: v = a sqrt(2 J w).
R = right-moving kink (+1), L = left-moving kink (-1).
Material part: lengths in nm, energies in eV, times in s.
"""
import bisect
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ive, iv, kve

rng = np.random.default_rng(20240)


def speed_ratio(y):
    """Velocity divided by its long-segment limit."""
    return ive(2, y) / ive(1, y)


def closure_ratio(y):
    """Same ratio when the pair density is replaced by a product."""
    theta = brentq(lambda q: q - 0.25 * y * np.cos(q), 0.0, np.pi / 2)
    return np.sin(theta)


def longest_chain(x, t, w):
    """Layers completed = longest chain of causally ordered nuclei."""
    order = np.argsort(t + x / w)
    tails = []
    for value in (t - x / w)[order].tolist():
        k = bisect.bisect_left(tails, value)
        if k == len(tails):
            tails.append(value)
        else:
            tails[k] = value
    return len(tails)


def kink_run(length, J, w, kappa, n_events):
    """Explicit kinks; kappa = emission rate of each end."""
    total = J * length + 2 * kappa
    waits = rng.exponential(1 / total, n_events)
    choice = rng.random(n_events) * total
    places = rng.random(n_events) * length
    kinks, nuclei = [], []
    time, advance, annihilated = 0.0, 0, 0
    for i in range(n_events + 1):
        last = i == n_events
        dt = 2 * length / w if last else waits[i]
        kept = []
        for x, s in kinks:
            if (s < 0 and kept and kept[-1][1] > 0
                    and x - kept[-1][0] <= 2 * w * dt):
                kept.pop()
                annihilated += 1
            else:
                kept.append((x, s))
        kinks = []
        for x, s in kept:
            x += s * w * dt
            if x < 0:
                advance += 1
            elif x <= length:
                kinks.append((x, s))
        if last:
            break
        time += dt
        if choice[i] < J * length:
            x = places[i]
            bisect.insort(kinks, (x, -1))
            bisect.insort(kinks, (x, 1))
            nuclei.append((x, time))
        elif choice[i] < J * length + kappa:
            kinks.insert(0, (0.0, 1))
            advance += 1
        else:
            kinks.append((length, -1))
    return advance, time, annihilated, np.array(nuclei)


# Moving kinks and causal chains must agree layer by layer.
J1, w1 = 1.0, 1.0
v_long = np.sqrt(2 * J1 * w1)
for y in (1.0, 4.0, 12.0):
    seg = y / 4 / np.sqrt(J1 / (2 * w1))
    adv, time, ann, nuc = kink_run(seg, J1, w1, 0.0, 30000)
    assert adv == longest_chain(nuc[:, 0], nuc[:, 1], w1)
    reach = 4 / y * speed_ratio(y)
    assert abs(adv / (adv + ann) - reach) < 0.02

# Velocity law against large samples of nuclei.
sim = {}
for y in (1.0, 4.0, 12.0, 40.0):
    seg = y / 4 / np.sqrt(J1 / (2 * w1))
    n = 400000
    duration = n / (J1 * seg)
    layers = longest_chain(rng.random(n) * seg, rng.random(n) * duration, w1)
    sim[y] = layers / duration / v_long
    assert abs(sim[y] / speed_ratio(y) - 1) < 0.01
assert closure_ratio(12.0) / sim[12.0] - 1 > 0.03

# Limits: first correction for short segments, plateau for long ones.
y = 0.1
assert abs((1 - 4 / y * speed_ratio(y)) / (y**2 / 24) - 1) < 0.01
assert abs((1 - speed_ratio(4000.0)) * 4000 / 1.5 - 1) < 0.01

# Emitting ends: plateau speed at any length, and the short-segment sum.
seg = 2.0 / 4 / np.sqrt(J1 / (2 * w1))
adv, time, _, _ = kink_run(seg, J1, w1, w1 * np.sqrt(J1 / (2 * w1)), 60000)
emit_ratio = adv / time / v_long
assert abs(emit_ratio - 1) < 0.03
seg = 0.2 / 4 / np.sqrt(J1 / (2 * w1))
adv, time, _, _ = kink_run(seg, J1, w1, 0.5 * J1 * seg, 40000)
assert abs(adv / time / (2 * J1 * seg) - 1) < 0.03

# Stationary kink distribution inserted in the full master equation.
J2, w2, len2 = 0.7, 1.3, 1.4
rho2 = np.sqrt(J2 / (2 * w2))
dim = 40
lower = np.diag(np.ones(dim - 1), 1)
op = {1: rho2 * lower.T, -1: rho2 * lower}
eig, vec = np.linalg.eigh(op[1] + op[-1])


def weight(config):
    """Unnormalized probability density of an ordered list (x, sign)."""
    state = np.zeros(dim)
    state[0] = 1.0
    right = len2
    for x, s in reversed(config):
        state = vec @ (np.exp(eig * (right - x)) * (vec.T @ state))
        state = op[s] @ state
        right = x
    return (vec @ (np.exp(eig * right) * (vec.T @ state)))[0]


gx, gw = np.polynomial.legendre.leggauss(12)
worst = 0.0
for config in ([], [(0.5, 1)], [(0.3, -1), (0.9, 1)],
               [(0.2, 1), (0.6, -1), (1.1, -1)],
               [(0.3, 1), (0.5, 1), (0.8, -1), (1.2, 1)]):
    step, drift = 1e-4, 0.0
    for i, (x, s) in enumerate(config):
        up, down = list(config), list(config)
        up[i], down[i] = (x + step, s), (x - step, s)
        drift -= w2 * s * (weight(up) - weight(down)) / (2 * step)
    edges = [0.0] + [c[0] for c in config] + [len2]
    gain = 0.0
    for i in range(len(edges) - 1):
        half = (edges[i + 1] - edges[i]) / 2
        mid = (edges[i + 1] + edges[i]) / 2
        for g, q in zip(gx, gw):
            p = mid + half * g
            pair = [(p, 1), (p, -1)]
            gain += 2 * w2 * q * half * weight(config[:i] + pair + config[i:])
    exits = w2 * (weight(config + [(len2, 1)]) + weight([(0.0, -1)] + config))
    loss = J2 * len2 * weight(config)
    worst = max(worst, abs(drift + gain + exits - loss) / loss)
    born = weight([(0.1, -1), (0.1, 1)] + config)
    assert abs(2 * w2 * born / (J2 * weight(config)) - 1) < 1e-9
    assert abs(weight([(0.0, 1)] + config)) < 1e-12
    assert abs(weight(config + [(len2, -1)])) < 1e-12
assert worst < 1e-6
norm = np.sum(vec[0] ** 2 * np.exp(2 * len2 * eig))
assert abs(norm / (iv(1, 4 * rho2 * len2) / (2 * rho2 * len2)) - 1) < 1e-9

# Worked example: silicon-like film, rough round parameters.
kB = sc.k / sc.e
T0, tau0 = 823.0, 100.0                # K, MPa
b = 0.384                            # repeat along line and Burgers, nm
a = b * np.sqrt(3) / 2               # distance between Peierls valleys, nm
Fk0, Wm, nu0 = 0.70, 1.20, 1e13      # eV, eV, 1/s
C_el = 0.40                          # kink attraction energy C_el/s, eV nm
MPa = 1e6 * 1e-27 / sc.e             # eV/nm^3
shear, poisson = 64e3, 0.22          # MPa, none


def rates(T, tau, Fk=Fk0):
    """Nucleation rate J, kink speed w, equilibrium density n0, D, f."""
    kT = kB * T
    f = tau * MPa * b * a
    D = nu0 * b**2 * np.exp(-Wm / kT)
    n0 = np.exp(-Fk / kT) / b
    z = 2 * np.sqrt(C_el * f) / kT
    barrier = 2 * np.sqrt(C_el / f) * kve(1, z) * np.exp(-z)
    return 2 * D * n0**2 / barrier, D * f / kT, n0, D, f


def velocity(h, T=T0, tau=tau0, Fk=Fk0):
    """Normal velocity in nm/s for film thickness h in nm."""
    J, w = rates(T, tau, Fk)[:2]
    y = 4 * np.sqrt(J / (2 * w)) * np.sqrt(2) * h
    return a * np.sqrt(2 * J * w) * speed_ratio(y)


J, w, n0, D, f = rates(T0, tau0)
kT = kB * T0
rho = np.sqrt(J / (2 * w))
L_star = 1 / rho
v_inf = a * np.sqrt(2 * J * w)

# Nucleation formula against quadrature and a discretized diffusion problem.
area = quad(lambda s: np.exp(-(C_el / s + f * s) / kT), 1e-6, 40,
            points=[1, 2, 5], limit=200)[0]
assert abs(2 * D * n0**2 / area / J - 1) < 1e-6
ds = 0.01
s = np.arange(0.3, 22.0, ds)
U = (-C_el / s - f * s) / kT
fwd = np.exp(-np.diff(U) / 2)
bwd = np.exp(np.diff(U) / 2)
m = len(s) - 2
band = np.zeros((3, m))
band[1] = -(fwd[1:] + bwd[:-1])
band[0, 1:] = bwd[1:-1]
band[2, :-1] = fwd[1:-1]
rhs = np.zeros(m)
rhs[0] = -fwd[0] * np.exp(-U[0])
p = solve_banded((1, 1), band, rhs)
J_grid = 2 * D * n0**2 * fwd[-1] * p[-1] / ds
assert abs(J_grid / J - 1) < 5e-3


def activation(fun):
    """Minus the slope of ln(fun) against 1/(kB T), in eV."""
    t1, t2 = T0 - 1, T0 + 1
    return -np.log(fun(t2) / fun(t1)) / (1 / (kB * t2) - 1 / (kB * t1))


Q_short = activation(lambda T: rates(T, tau0)[0])
Q_long = activation(lambda T: np.sqrt(np.prod(rates(T, tau0)[:2])))
saved = 2 * np.sqrt(C_el * f)
assert abs(Q_short - (2 * Fk0 + Wm - saved)) < kT
assert abs(Q_long - (Fk0 + Wm - saved / 2)) < kT

y_half = brentq(lambda q: 4 / q * speed_ratio(q) - 0.5, 1, 20)


def line_stress(h):
    """Rough stress (MPa) spent on laying misfit line, film h in nm."""
    energy = shear * b**2 / (4 * np.pi * (1 - poisson)) * np.log(h / b)
    return energy / (b * h * np.sqrt(1.5))


for y in sim:
    print(f"y={y:4.0f}: v/v_inf simulated {sim[y]:.4f}, exact "
          f"{speed_ratio(y):.4f}, closure {closure_ratio(y):.4f}")
print(f"Master equation, largest relative residual: {worst:.1e}")
print(f"Emitting ends at y=2, simulated v/v_inf: {emit_ratio:.3f}")
print(f"Half of kinks annihilate at y = {y_half:.3f}, L/L* = {y_half/4:.3f}")
print(f"Fraction reaching ends at L = L*: {speed_ratio(4.0):.3f}")
print(f"Temperature: {T0:.0f} K; kT = {kT:.4f} eV")
print(f"Excess shear stress: {tau0:.0f} MPa")
print(f"Line repeat b = {b:.3f} nm; valley distance a = {a:.4f} nm")
print(f"Kink energy {Fk0:.2f} eV; migration energy {Wm:.2f} eV")
print(f"Attempt frequency: {nu0:.1e} 1/s")
print(f"Attraction constant C_el: {C_el:.2f} eV nm")
scale = shear * MPa * b**2 * a**2 / (8 * np.pi)
print(f"Its elastic scale mu b^2 a^2/(8 pi): {scale:.3f} eV nm")
print(f"Force on a kink f: {f:.4f} eV/nm")
print(f"Kink diffusion constant: {D:.3e} nm^2/s")
print(f"Kink speed w: {w:.3e} nm/s")
print(f"Equilibrium kink density n0: {n0:.3e} 1/nm")
print(f"Nucleation rate J: {J:.4e} 1/(nm s)")
print(f"J from diffusion grid: {J_grid:.4e} 1/(nm s)")
print(f"rho: {rho:.3e} 1/nm; crossover length L*: {L_star:.1f} nm")
print(f"Film thickness at L*: {L_star/np.sqrt(2):.1f} nm")
print(f"Long-segment velocity: {v_inf:.3f} nm/s")
for h in (50, 100, 200, 500, 1000, 2000, 5000):
    seg = np.sqrt(2) * h
    v = velocity(h)
    print(f"h={h:5d} nm: L={seg:7.1f} nm, y={4*rho*seg:6.3f}, v={v:7.3f} "
          f"nm/s, aJL={a*J*seg:8.3f} nm/s, reach={v/(a*J*seg):.3f}")
print(f"Speed along interface, h=100 nm: "
      f"{velocity(100)/np.sin(np.pi/3):.3f} nm/s")
print(f"Activation energy, short segments: {Q_short:.3f} eV")
print(f"Activation energy, long segments: {Q_long:.3f} eV")
print(f"Barrier lowering 2 sqrt(C_el f): {saved:.3f} eV")
L100 = np.sqrt(2) * 100
leak = 2 * w * n0 / (J * L100)
print(f"End emission at w n0 per end, over J L (h=100 nm): {leak:.3f}")
print(f"Extra end barrier to hold it to 10 percent: "
      f"{kT*np.log(leak/0.1):.3f} eV")
t100, t200 = line_stress(100), line_stress(200)
tau200 = tau0 + t100 - t200
print(f"Misfit-line stress: {t100:.1f} MPa (100 nm), {t200:.1f} MPa (200 nm)")
print(f"Excess stress at 200 nm for the same misfit: {tau200:.1f} MPa")
print(f"v(200)/v(100), fixed excess stress: {velocity(200)/velocity(100):.3f}")
print(f"v(200)/v(100), fixed misfit: "
      f"{velocity(200, tau=tau200)/velocity(100):.3f}")
print(f"Drift beats diffusion beyond kT/f = {kT/f:.3f} nm")
print(f"Critical pair separation: {np.sqrt(C_el/f):.3f} nm")
print(f"Kink attraction at distance L*, over kT: {C_el/L_star/kT:.2e}")
arg = f * b / (2 * kT)
print(f"Nonlinear hopping raises w by: {100*(np.sinh(arg)/arg-1):.2f} percent")
for Fk in (0.60, 0.80):
    Jv, wv = rates(T0, tau0, Fk)[:2]
    print(f"Kink energy {Fk:.2f} eV: L* = {np.sqrt(2*wv/Jv):.1f} nm, "
          f"v(h=100 nm) = {velocity(100, Fk=Fk):.3f} nm/s")
print("tests ok")
```

Output:

```
y=   1: v/v_inf simulated 0.2402, exact 0.2402, closure 0.2403
y=   4: v/v_inf simulated 0.6583, exact 0.6580, closure 0.6736
y=  12: v/v_inf simulated 0.8792, exact 0.8778, closure 0.9208
y=  40: v/v_inf simulated 0.9634, exact 0.9627, closure 0.9898
Master equation, largest relative residual: 1.2e-08
Emitting ends at y=2, simulated v/v_inf: 1.006
Half of kinks annihilate at y = 6.143, L/L* = 1.536
Fraction reaching ends at L = L*: 0.658
Temperature: 823 K; kT = 0.0709 eV
Excess shear stress: 100 MPa
Line repeat b = 0.384 nm; valley distance a = 0.3326 nm
Kink energy 0.70 eV; migration energy 1.20 eV
Attempt frequency: 1.0e+13 1/s
Attraction constant C_el: 0.40 eV nm
Its elastic scale mu b^2 a^2/(8 pi): 0.259 eV nm
Force on a kink f: 0.0797 eV/nm
Kink diffusion constant: 6.611e+04 nm^2/s
Kink speed w: 7.430e+04 nm/s
Equilibrium kink density n0: 1.346e-04 1/nm
Nucleation rate J: 1.3752e-01 1/(nm s)
J from diffusion grid: 1.3752e-01 1/(nm s)
rho: 9.620e-04 1/nm; crossover length L*: 1039.5 nm
Film thickness at L*: 735.0 nm
Long-segment velocity: 47.539 nm/s
h=   50 nm: L=   70.7 nm, y= 0.272, v=  3.224 nm/s, aJL=   3.234 nm/s, reach=0.997
h=  100 nm: L=  141.4 nm, y= 0.544, v=  6.389 nm/s, aJL=   6.468 nm/s, reach=0.988
h=  200 nm: L=  282.8 nm, y= 1.088, v= 12.341 nm/s, aJL=  12.935 nm/s, reach=0.954
h=  500 nm: L=  707.1 nm, y= 2.721, v= 25.460 nm/s, aJL=  32.338 nm/s, reach=0.787
h= 1000 nm: L= 1414.2 nm, y= 5.442, v= 35.191 nm/s, aJL=  64.676 nm/s, reach=0.544
h= 2000 nm: L= 2828.4 nm, y=10.884, v= 41.153 nm/s, aJL= 129.352 nm/s, reach=0.318
h= 5000 nm: L= 7071.1 nm, y=27.210, v= 44.943 nm/s, aJL= 323.381 nm/s, reach=0.139
Speed along interface, h=100 nm: 7.378 nm/s
Activation energy, short segments: 2.203 eV
Activation energy, long segments: 1.666 eV
Barrier lowering 2 sqrt(C_el f): 0.357 eV
End emission at w n0 per end, over J L (h=100 nm): 1.029
Extra end barrier to hold it to 10 percent: 0.165 eV
Misfit-line stress: 113.9 MPa (100 nm), 64.0 MPa (200 nm)
Excess stress at 200 nm for the same misfit: 149.8 MPa
v(200)/v(100), fixed excess stress: 1.931
v(200)/v(100), fixed misfit: 7.582
Drift beats diffusion beyond kT/f = 0.890 nm
Critical pair separation: 2.240 nm
Kink attraction at distance L*, over kT: 5.43e-03
Nonlinear hopping raises w by: 0.78 percent
Kink energy 0.60 eV: L* = 253.8 nm, v(h=100 nm) = 91.293 nm/s
Kink energy 0.80 eV: L* = 4257.8 nm, v(h=100 nm) = 0.385 nm/s
tests ok
```
